# RI-MP2 Gradients from Three-Index and Two-Index Effective Densities

## Definitions and conventions

Consider a closed-shell molecule with real canonical RHF orbitals and all electrons correlated. Indices \(i,j,k\) denote the \(o\) occupied orbitals, \(a,b,c\) the \(v\) virtual ones, \(p,q,r\) all \(N=o+v\), and \(\mu,\nu\) atomic orbitals (AOs). The \(M\) auxiliary functions \(P,Q\) are centred on the atoms. Hartree atomic units are used.

One auxiliary basis fits every two-electron integral, in RHF as well as in MP2. With \(J^P_{\mu\nu}=(\mu\nu|P)\), \(V_{PQ}=(P|Q)=(LL^T)_{PQ}\) and \(B^Q=\sum_P(L^{-1})_{QP}J^P\),
\[
(pq|rs)=\sum_Q B^Q_{pq}B^Q_{rs}.
\]
The RHF density is \(D^0=2C_oC_o^T\), and for a symmetric matrix \(P\)
\[
g(P)_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
\]
Then \(f=h+g(D^0)\) and \(E_{\rm HF}=V_{nn}+{\rm Tr}\,hD^0+\frac12{\rm Tr}\,D^0g(D^0)\).

The derivative to be obtained is
\[
E^x=V_{nn}^x+\sum D_{\mu\nu}h^x_{\mu\nu}+\sum\Gamma^P_{\mu\nu}(\mu\nu|P)^x-\sum\gamma_{PQ}(P|Q)^x-\sum W_{\mu\nu}S^x_{\mu\nu},
\]
where a superscript \(x\) on an integral means that the basis functions move with their atoms while the orbital coefficients stay fixed. In \(h^x\) the nuclei that attract the electrons move as well. One operation is one multiplication in a dense matrix product. SCF iterations, integral evaluation, factorization, matrix-vector fits outside the response equation, the \(N^3\) transformations of two-index matrices to the AO basis and elementwise work are not counted.

## Why two effective densities suffice

Let the two-electron energy be linear in the integrals, \(E_{2e}=\sum_{mn}A_{mn}(m|n)\), where \(m,n\) are orbital pairs and \(A\) is symmetric. Put \(K^P_m=\sum_Q(V^{-1})_{PQ}J^Q_m\). Since \(d(V^{-1})=-V^{-1}(dV)V^{-1}\),
\[
dE_{2e}=2\sum A_{mn}K^P_n\,dJ^P_m-\sum A_{mn}K^P_mK^Q_n\,dV_{PQ}.
\]
Hence
\[
\Gamma^P_m=2\sum_nA_{mn}K^P_n,\qquad \gamma_{PQ}=\tfrac12\sum_m\Gamma^P_mK^Q_m .
\]
The four-index coefficient \(A\) enters only after contraction with a fitted integral. Inserting the definitions also gives
\[
E_{2e}=\tfrac12\sum\Gamma^P_{\mu\nu}J^P_{\mu\nu}=\sum\gamma_{PQ}V_{PQ},
\]
a check that needs no derivative integrals.

## Amplitudes without response

Write \(\Delta=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b\) and \(u_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba}\). The Hylleraas functional is
\[
H=2\sum u_{ij}^{ab}(ia|jb)+\sum_{ij}D_{ij}f_{ij}+\sum_{ab}D_{ab}f_{ab},
\]
\[
D_{ij}=-2\sum_{kab}u_{ik}^{ab}t_{jk}^{ab},\qquad D_{ac}=2\sum_{ikb}u_{ik}^{ab}t_{ik}^{cb}.
\]
The amplitudes have the pair symmetry \(t_{ij}^{ab}=t_{ji}^{ba}\), which \(u\) inherits. For canonical orbitals the last two terms of \(H\) give \(-2\sum ut\,(\varepsilon_i-\varepsilon_a)\), and averaging over the exchange \((ia)\leftrightarrow(jb)\) turns this into \(-\sum ut\Delta\). This is a symmetric quadratic form in \(t\), because exchanging \(a\) and \(b\) leaves \(\Delta\) unchanged. Therefore
\[
\delta H=2\sum\delta u_{ij}^{ab}\left[(ia|jb)-\Delta t_{ij}^{ab}\right],
\]
which vanishes for \(t_{ij}^{ab}=(ia|jb)/\Delta\). There \(H=\sum u(ia|jb)=E_2\), and first-order changes of \(t\) do not contribute to the gradient. The traces of the occupied and virtual blocks of \(D\) are equal and opposite, so correlation moves electrons from occupied to virtual orbitals without changing their number.

All amplitude work is done in one pass over \(k\). For each \(k\):

1. Form \((ia|kb)=\sum_QB^Q_{ia}B^Q_{kb}\) for all \(i,a,b\), with \(ov^2M\) operations.
2. Divide by \(\Delta\) to get \(t\), and form \(u\).
3. Add to \(D_{ij}\), with \(o^2v^2\) operations, and to \(D_{ac}\), with \(ov^3\).
4. Form \(G^Q_{kb}=\sum_{ia}u_{ik}^{ab}B^Q_{ia}\), with \(ov^2M\) operations, and discard the block.

Batching over one occupied index rather than over a pair makes the occupied density available: \(D_{ij}\) needs \(t_{ik}\) and \(t_{jk}\) together for the same \(k\). The full pass multiplies these counts by \(o\). The pass avoids storing all amplitudes at once, while the fifth-power operation count remains.

## Orbital response

The condition \(f_{ai}=0\) is imposed by multipliers \(z_{ai}\). Let \(P\) have the blocks \(D_{ij}\), \(D_{ab}\) and \(P_{ai}=P_{ia}=z_{ai}\). The Lagrangian is
\[
\mathcal L=E_{\rm HF}+2\sum u_{ij}^{ab}(ia|jb)+\sum_{pq}P_{pq}f_{pq},
\]
and \(D_{\mu\nu}\) in the gradient formula is the AO form of \(D^0+P\).

Let \(\delta C_p=\sum_qC_qU_{qp}\) and \(Y_{qp}=\partial\mathcal L/\partial U_{qp}\). The contributions are as follows.

- From \(E_{\rm HF}\): \({\rm Tr}f\,\delta D^0=4\sum U_{qi}f_{qi}\).
- From the two outer indices of \(f_{pq}\): \(2\sum U_{qp}(fP)_{qp}\).
- From \(D^0\) inside \(f\): \({\rm Tr}Pg(\delta D^0)={\rm Tr}\,g(P)\delta D^0=4\sum U_{qi}g(P)_{qi}\).
- From \(2\sum u(ia|jb)\): the two electron pairs contribute equally, which gives
\[
L^{(1)}_{qi}=4\sum_{aQ}G^Q_{ia}B^Q_{qa},\qquad L^{(2)}_{qa}=4\sum_{iQ}G^Q_{ia}B^Q_{qi}.
\]

Thus
\[
Y_{qi}=4f_{qi}+2(fP)_{qi}+4g(P)_{qi}+L^{(1)}_{qi},\qquad Y_{qa}=2(fP)_{qa}+L^{(2)}_{qa}.
\]

Orthonormality requires \(U+U^T=-S^x\), so \(U=-\frac12S^x+R\) with \(R\) antisymmetric. The unknown \(R\) drops out if \(Y\) is symmetric. Its occupied-occupied and virtual-virtual blocks are symmetric already. A rotation within either space can be undone by rotating \(t\) and \(z\), and these changes cost nothing at first order: \(\mathcal L\) is stationary in \(t\), and \(z\) multiplies \(f_{ai}=0\). The remaining condition \(Y_{ai}=Y_{ia}\) reads
\[
2\varepsilon_az_{ai}+4g(P)_{ai}+L^{(1)}_{ai}=2\varepsilon_iz_{ai}+L^{(2)}_{ia}.
\]
Dividing by two and separating \(P=D+z\), where \(z\) inside \(g\) denotes the symmetric matrix with these blocks,
\[
(\varepsilon_a-\varepsilon_i)z_{ai}+2g(z)_{ai}=\tfrac12\left(L^{(2)}_{ia}-L^{(1)}_{ai}\right)-2g(D)_{ai}.
\]
This is solved iteratively. Only occupied columns of \(g\) are needed:
\[
g(P)_{qi}=\sum_QB^Q_{qi}\Big(\sum_{rs}B^Q_{rs}P_{rs}\Big)-\tfrac12\sum_{Qr}B^Q_{qr}(PB^Q)_{ri}.
\]
The operations are \(N^2M+NoM\) for the Coulomb part and \(2N^2oM\) for exchange.

With \(Y\) symmetric, the orbital change contributes \(-\frac12\sum Y_{qp}S^x_{qp}\), so \(W=\frac12CYC^T\).

## Building the effective densities

Set \(X=P+\frac12D^0\). The two-electron part of \(\mathcal L\) becomes
\[
{\rm Tr}\,Xg(D^0)+2\sum u(ia|jb).
\]
With \(d_Q={\rm Tr}B^QD^0\) and \(x_Q={\rm Tr}B^QX\), its first term is
\[
\sum_Q\left[x_Qd_Q-\tfrac12{\rm Tr}(XB^QD^0B^Q)\right].
\]
Differentiation with respect to \(B^Q\) gives
\[
Xd_Q+D^0x_Q-\tfrac12(XB^QD^0+D^0B^QX).
\]
The correlation term gives \(4\sum G^Q_{ia}\,dB^Q_{ia}\), or \(2G^Q_{ia}\) in each of the positions \((i,a)\) and \((a,i)\). In the orbital basis \(D^0\) equals 2 on occupied orbitals and zero elsewhere. All terms except the Coulomb products therefore fit into an array with one occupied index:
\[
\Theta^Q_{pi}=-(XB^Q)_{pi}+2G^Q_{ia}\delta_{pa}\quad(\text{summed over }a),
\]
\[
\bar\Gamma^Q=\Theta^Q+(\Theta^Q)^T+Xd_Q+D^0x_Q,
\]
where \(\Theta^Q\) is padded with zero virtual columns. Since \(\bar\gamma_{QQ'}=\frac12\sum\bar\Gamma^Q_{pq}B^{Q'}_{pq}\),
\[
\bar\gamma_{QQ'}=\sum_{pi}\Theta^Q_{pi}B^{Q'}_{pi}+\tfrac12(d_Qx_{Q'}+x_Qd_{Q'}).
\]
This costs \(NoM^2\) operations instead of the \(N^2M^2\) of the unfactored form.

Because \(K=L^{-T}B\), the densities belonging to \(J\) and \(V\) are
\[
\Gamma^P=\sum_Q(L^{-1})_{QP}\bar\Gamma^Q,\qquad \gamma=L^{-T}\bar\gamma L^{-1}.
\]
The first transformation is applied to \(\Theta\), \(d\) and \(x\). The AO density \(\Gamma^P_{\mu\nu}\) is then assembled for one auxiliary shell, contracted with that shell's derivative integrals, and discarded.

**Uncorrelated limit.** For \(t=0\) we have \(P=0\) and \(X=\frac12D^0\), so
\[
\bar\gamma_{QQ'}=\tfrac12d_Qd_{Q'}-\sum_{ij}B^Q_{ij}B^{Q'}_{ij}.
\]
Its trace is the RHF two-electron energy: the positive Coulomb energy plus the smaller, negative exchange energy. Also \(Y_{ij}=4\varepsilon_i\delta_{ij}\), which gives the RHF energy-weighted density \(W=2\sum_i\varepsilon_iC_iC_i^T\).

**A matrix check.** At fixed density coefficients, \(\mathcal L\) depends on the orbitals through \(h_{pq}\) and \(B^Q_{pq}\), so \(\frac12Y=h(D^0+P)+\sum_QB^Q\bar\Gamma^Q\) in the orbital basis. Transforming to AOs with \(SC=C^{-T}\), and writing \(D\) for the AO form of \(D^0+P\) as in the gradient formula, yields
\[
SW=hD+\sum_PJ^P\Gamma^P.
\]
This tests \(W\), \(D\) and \(\Gamma\) together.

## Operations and memory

The last column is for a round model size \(o=50\), \(v=450\), \(N=500\), \(M=1500\), in units of \(10^{11}\) multiplications.

| Contraction | Operations | Model |
|---|---|---:|
| \(B=L^{-1}J\) | \(N^2M^2\) | 5.63 |
| \(B\) to orbital basis | \(2N^3M\) | 3.75 |
| Pair integrals | \(o^2v^2M\) | 7.59 |
| \(D_{ij}\) | \(o^3v^2\) | 0.25 |
| \(D_{ab}\) | \(o^2v^3\) | 2.28 |
| \(G\) | \(o^2v^2M\) | 7.59 |
| \(L^{(1)},L^{(2)}\) | \(2NovM\) | 0.34 |
| One \(g(P)\) | \(2N^2oM+N^2M+NoM\) | 0.38 |
| \(XB\) | \(N^2oM\) | 0.19 |
| \(\bar\gamma\) | \(NoM^2\) | 0.56 |
| Auxiliary back-transform | \(NoM^2+2M^3\) | 0.63 |
| AO back-transform | \(2N^2oM\) | 0.38 |

Every formula was tested against multiplications counted during an actual gradient for the HF molecule, and all agreed. The amplitude pass takes \(7.59+0.25+2.28+7.59=17.7\) units. With 12 evaluations of \(g\), the number needed for HF, the total is about 33.7 units, and the pass is a little over half. Each further evaluation adds 0.38 units, and from 17 evaluations on the pass falls just below half; formamide and ozone in cc-pVDZ need about 18 and 20 at the same residual threshold of \(10^{-10}\). If all dimensions grow by a factor \(\lambda\) and the number of evaluations of \(g\) stays fixed, the pass grows as \(\lambda^5\) and the other steps at most as \(\lambda^4\), so the pass eventually dominates. In the small HF calculation it does not: the pass needs \(1.0\times10^6\) multiplications, against \(3.1\times10^6\) for forming \(B\) alone.

At the model size, \(B\) occupies 3.0 GB, \(\Theta\) 0.30 GB, \(G\) 0.27 GB, one two-index metric array 0.018 GB and one amplitude block 0.081 GB. The avoided arrays would take 4.05 GB for the amplitudes and 62.5 GB for the AO integrals with permutational symmetry. The array \(B\) is smaller than the amplitudes only if
\[
N^2M<o^2v^2,\qquad\text{that is}\qquad M<(ov/N)^2.
\]
Here \((ov/N)^2=45^2=2025\), which exceeds 1500. For HF, \((70/19)^2\approx14\) is far below \(M=93\), and \(B\) holds 33,573 numbers against 4,900 amplitudes. The arrangement saves no memory there. Since each \(B^Q\) is transformed independently, the change to the orbital basis can be batched over \(Q\) to avoid a second full copy.

The peak memory of the amplitude pass was measured for \(o=40\), \(v=60\), \(M=200\). Beyond its input, the pass used \(ovM+5.06\,ov^2=1.21\times10^6\) numbers, against \(5.76\times10^6\) for the full amplitudes. The factor 5.06 reflects simultaneous copies of the block for integrals, \(t\), \(u\) and temporaries.

## Worked example: the HF molecule

The level is all-electron RI-MP2/cc-pVDZ with the cc-pVDZ-JKFIT auxiliary basis, at \(R=1.80\) bohr. The dimensions are \(o=5\), \(v=14\), \(N=19\), \(M=93\). The energy is \(-100.016756-0.205235=-100.221991\) hartree.

Moving H along the bond gives, in hartree/bohr, the contributions

- nuclear repulsion: \(-2.777778\), which is \(-9/1.80^2\);
- one-electron: \(+6.868652\);
- three-index: \(-4.890714\);
- two-index: \(+1.269023\);
- overlap: \(-0.434130\).

Their sum is \(dE/dR=0.035053\) hartree/bohr, or 2.89 nN. The positive slope means that the force shortens the bond. The analytic force vanishes at \(R=1.737\) bohr (0.919 Å), where a finite difference of energies also gives zero within the test's tolerance. These values belong to cc-pVDZ and are not converged in the orbital basis: unfitted all-electron MP2 gives a slope of 0.0377 hartree/bohr (3.11 nN) and zero force at 1.733 bohr (0.917 Å) in cc-pVTZ, and 0.0338 hartree/bohr (2.79 nN) and 1.739 bohr (0.920 Å) in aug-cc-pVTZ.

## Error analysis

**Cancellation.** The magnitudes of the five terms add up to 16.24 hartree/bohr, 463 times the result. A relative error \(\epsilon\) in each term can thus become a relative error of up to \(463\,\epsilon\) in the slope. Effective densities and derivative integrals must belong to the same fitted energy; a small inconsistency in one large term is not small in the force.

**Fitting error.** Unfitted MP2 in the same orbital basis gives an energy lower by \(6.6\times10^{-5}\) hartree and a slope of 0.035037 hartree/bohr. The fitted slope differs by \(1.6\times10^{-5}\) hartree/bohr, or 0.05% of the unfitted value. This is an error of the energy model; the gradient is still the derivative of the fitted energy. Orbital-basis incompleteness is a separate error: the basis shifts of the slope quoted above, \(1\) to \(3\times10^{-3}\) hartree/bohr, are about a hundred times larger. Correlation beyond MP2 is not assessed here.

**Unconverged response.** Let \(\mathcal A\) be the linear operator on the left of the response equation and \(\rho\) the residual, right side minus left side. The error in \(z\) is \(\delta z=-\mathcal A^{-1}\rho\). Since \(\mathcal L\) is linear in \(z\),
\[
\delta E^x=2\sum_{ai}\delta z_{ai}F^x_{ai},
\]
where \(F^x_{ai}\) is the derivative of \(f_{ai}\) when the orbitals follow \(U=-\frac12S^x\). If \(\mathcal A\) is positive definite with smallest eigenvalue \(\lambda_{\min}\), then
\[
|\delta E^x|\le 2\|\rho\|\,\|F^x\|/\lambda_{\min}.
\]
The error is linear in the residual. The bound grows as \(\lambda_{\min}\to0\), which happens at an instability of the RHF solution against real, spin-restricted orbital rotations, the only rotations on which \(\mathcal A\) acts; an instability towards spin-unrestricted or complex orbitals does not make \(\mathcal A\) singular. The actual error grows only if \(\rho\) and \(F^x\) both have components along the soft eigenvector. Where \(\mathcal A\) is singular, the response equation has a solution only if its right side is orthogonal to the null vector. MP2 itself fails when the orbital gap closes and \(\Delta\to0\).

**Unconverged orbitals.** Let \(E(C)\) be the MP2 energy from unconverged orbitals, evaluated after the occupied and virtual blocks of their own Fock matrix have been diagonalized. Stationarity of \(\mathcal L\) gives, to leading order in a small remaining \(f_{ai}\),
\[
E(C)-E=-2\sum_{ai}z_{ai}f_{ai}.
\]
The RHF energy alone has a second-order error; the MP2 energy has a first-order one. Using orbital energies from an earlier Fock matrix instead changes this first-order error. Finite differences of MP2 energies therefore need tighter SCF convergence than RHF energies do.

**Finite-difference reference.** The comparison uses
\[
\frac{8[E(s)-E(-s)]-E(2s)+E(-2s)}{12s}=E'-\frac{s^4}{30}E^{(5)}+\dots
\]
The cubic terms cancel as \(8\cdot1-2^3=0\), and the fifth-order terms leave \(8-32=-24\). Energy noise of size \(\eta\) adds at most \(18\eta/(12s)=1.5\,\eta/s\), so the step cannot be reduced indefinitely.

The reference energies came from explicitly formed four-index fitted integrals. Their bond derivative agrees with the analytic slope to all eight printed decimals. A bond displacement tests only one combination of the densities, so \(h\), \(S\), \(J\) and \(V\) were also changed separately in random symmetric directions. The slopes agree with those from \(D\), \(W\), \(\Gamma\) and \(\gamma\) to about \(2\times10^{-8}\) hartree or better, for slopes between 0.12 and 1.93 hartree in magnitude. The residual differences were not separated into truncation and noise. The individual comparisons are in the numerical output.

**Auxiliary near-dependence.** Small eigenvalues of \(V\) amplify rounding errors through \(L^{-1}\), and the factorization can fail when the smallest eigenvalue is comparable with the rounding errors in \(V\). Discarding eigenvectors below a threshold replaces \(V^{-1}\) by a truncated inverse, for which \(d(V^{-1})=-V^{-1}(dV)V^{-1}\) no longer holds in general, because retained and discarded eigenvectors mix as the geometry changes. The gradient formula above is then incomplete even while the retained number stays constant; where that number changes, the energy itself can jump.

## Values computed for the example and the checks

```
HF molecule, all-electron RI-MP2/cc-pVDZ, cc-pVDZ-JKFIT
bond length R = 1.80 bohr; o = 5, v = 14, N = 19, M = 93
fitted RHF energy        -100.01675562 hartree
fitted MP2 correlation   -0.20523497 hartree
fitted total energy      -100.22199060 hartree
unfitted total energy    -100.22205624 hartree
energy from densities    -100.22199060 hartree
contributions to dE/dR (hartree/bohr):
  nuclear repulsion       -2.77777778
  one-electron             6.86865170
  three-index             -4.89071371
  two-index                1.26902274
  overlap                 -0.43413031
dE/dR analytic           0.03505263 hartree/bohr
dE/dR finite difference  0.03505263 hartree/bohr
dE/dR unfitted MP2       0.03503669 hartree/bohr
dE/dR analytic           2.8879 nN
largest |z|: 0.01544; mean-field products: 12
asymmetry of Y: 1.3e-10 hartree
error of S W = h D + sum J Gamma: 7.5e-10 hartree
density tests: analytic, finite difference (hartree)
  D (change of h)         -0.11731665    -0.11731665
  W (change of S)          1.93108242     1.93108242
  Gamma (change of J)      0.75176457     0.75176459
  gamma (change of V)      1.32203982     1.32203980
zero-force bond length   1.73728 bohr = 0.91933 angstrom
finite-difference dE/dR there: -9.3e-09 hartree/bohr
model size: o = 50, v = 450, N = 500, M = 1500
multiplications: counted for HF, formula for model size
  fitted integrals             3122289   5.625e+11
  MO transformation            1275774   3.750e+11
  pair integrals                455700   7.594e+11
  occupied density               24500   2.531e+10
  virtual density                68600   2.278e+11
  three-index density           455700   7.594e+11
  orbital Lagrangian            247380   3.375e+10
  one response product          378138   3.791e+10
  exchange density              167865   1.875e+10
  metric density                821655   5.625e+10
  auxiliary back-transform     2430369   6.300e+10
  AO back-transform             335730   3.750e+10
memory: numbers for HF, GB (10^9 bytes) for model size
  B, N^2 M                          33573     3.0000
  Theta, N o M                       8835     0.3000
  G, o v M                           6510     0.2700
  metric, M^2                        8649     0.0180
  one amplitude block, o v^2          980     0.0810
  avoided amplitudes, o^2 v^2        4900     4.0500
  avoided AO integrals, N^4/8       16290    62.5000
memory test: o = 40, v = 60, M = 200; peak 1209029 numbers
  = o v M + 5.06 o v^2; full amplitudes 5760000 numbers
```
